Mobility Anisotropy from Elliptical Surface Roughness in a Circular Band

**Problem**

Electrons move in a two-dimensional layer with one parabolic, circular band of mass m. They scatter elastically from a rough interface whose height Δ(r) has the autocorrelation

⟨Δ(r)Δ(0)⟩ = D² exp(−x²/Lx² − y²/Ly²).

The gas is degenerate, with Fermi wavevector k and Fermi wavelength λ = 2π/k. Roughness is the one source of scattering, it is treated in the Born approximation, and screening is at first left out. Show that the mobilities μx and μy become equal when both correlation lengths are far below λ. Then find how the ratio μx/μy departs from one as the lengths grow.

**The equation to be solved**

A height step Δ in an average normal field F shifts the electron energy by eFΔ. The power spectrum is a product of two Gaussian integrals:

S(q) = πD²LxLy exp[−(qx²Lx² + qy²Ly²)/4].

For layer area A, the golden rule gives the rate (2π/ħ)(eF)² S(k−k′) δ(E−E′)/A. Spin and valley are conserved, so the sum over final states is A(m/2πħ²)∫dE′ times an average over the final angle θ′. The collision operator on the Fermi circle is therefore

(Cg)(θ) = Γ0 ⟨w(θ,θ′)[g(θ) − g(θ′)]⟩,
ħΓ0 = (m/ħ²)(eF)² πD²LxLy,

where w = S(k−k′)/S(0) and the average is over θ′.

For a force f along x, write the change of the distribution as f v (−∂f0/∂E) g(θ), where v is the Fermi velocity and f0 the equilibrium distribution. The steady Boltzmann equation becomes Cg = cosθ. The density is the density of states times E_F, and v² = 2E_F/m, so the drift velocity per unit force is (2/m)⟨cosθ g⟩. Hence

μx = (e/m)τx, τx = 2⟨cosθ g⟩.

For μy, cosθ is replaced by sinθ.

Let a = kLx, b = kLy and θ′ = θ + φ, and let M = θ + φ/2 be the mean angle. With u = 2 sin(φ/2), the wavevector changes are

cosθ − cosθ′ = u sinM,
sinθ − sinθ′ = −u cosM.

Using sin²M = (1 − cos2M)/2 and cos²M = (1 + cos2M)/2,

w = exp(−σu² + δu² cos2M),
σ = (a² + b²)/8, δ = (a² − b²)/8.

**A tempting solution**

For isotropic scattering the relaxation rate is the scattering rate weighted by 1 − cosφ. It seems natural to let this rate depend on direction:

1/τ(θ) = Γ0⟨w(1 − cosφ)⟩,
μx = (2e/m)⟨τ(θ) cos²θ⟩.

To first order, w = 1 − σu² + δu² cos(2θ+φ), with u² = 2(1 − cosφ). The averages needed are

⟨1 − cosφ⟩ = 1,
⟨u²(1 − cosφ)⟩ = 2⟨(1 − cosφ)²⟩ = 3,
⟨u²(1 − cosφ)cosφ⟩ = 2⟨cosφ − 2cos²φ + cos³φ⟩ = −2.

The part of cos(2θ+φ) containing sinφ averages to zero here, so

1/(Γ0τ) = 1 − 3σ − 2δ cos2θ.

Inverting to first order and using 2⟨cos²θ cos2θ⟩ = 1/2 gives mobilities proportional to 1 + 3σ + δ along x and 1 + 3σ − δ along y. The claimed ratio is

μx/μy = 1 + 2δ = 1 + (a² − b²)/4. (wrong)

It has the right limit and the right sign, but the wrong coefficient.

**Where it fails**

Apply the true operator to cosθ. Since cosθ′ = cosθ cosφ − sinθ sinφ,

C cosθ = Γ0[cosθ⟨w(1 − cosφ)⟩ + sinθ⟨w sinφ⟩].

The shortcut keeps the first term and drops the second. Dropping it is allowed when left and right deflections are equally likely. For an electron moving obliquely to the axes of the ellipse they are not:

⟨w sinφ⟩ = δ⟨u² cos(2θ+φ) sinφ⟩
= −δ sin2θ · 2⟨(1 − cosφ) sin²φ⟩
= −δ sin2θ.

This is of the same order as the anisotropy sought. With cosθ cos2θ = (cosθ + cos3θ)/2 and sinθ sin2θ = (cosθ − cos3θ)/2,

C cosθ = Γ0[(1 − 3σ − 3δ/2)cosθ − (δ/2)cos3θ].

The angle dependence of τ causes no further error at this order. The white-noise operator, with w = 1, multiplies every function of zero mean by Γ0. The first-order correction to g is therefore minus the first-order part of C cosθ/Γ0, in units of 1/Γ0, so

Γ0g = (1 + 3σ + 3δ/2)cosθ + (δ/2)cos3θ.

Exchanging the axes reverses δ. The correct leading result is

μx/μy = 1 + 3δ = 1 + (3/8)(a² − b²).

The shortcut finds two thirds of the leading anisotropy.

**The full solution**

The kernel is unchanged when both angles are reflected in an axis, so μxy = 0 and g for the x direction contains cosines alone. It is also unchanged when both angles advance by π, so odd and even harmonics do not mix. Write g = Σ g_n cos nθ with odd n, multiply Cg = cosθ by cos mθ, and average. Because w is symmetric in its two angles, the left side can be symmetrized:

Σ_n K_mn g_n = δ_m1/(2Γ0),
K_mn = ½⟨w(cos mθ − cos mθ′)(cos nθ − cos nθ′)⟩.

Here δ_m1 is one for m = 1 and zero otherwise, and the average now runs over both angles. Each difference equals 2 sin(mM) sin(mφ/2), and M and φ may be averaged independently. For the y direction sin(mM) becomes cos(mM), apart from a minus sign common to all differences, which cancels in every product. With the modified Bessel functions I_j(z) = ⟨exp(z cos2M) cos2jM⟩,

K_mn = ⟨exp(−σu²)[I_|m−n|/2(δu²) ∓ I_(m+n)/2(δu²)] sin(mφ/2) sin(nφ/2)⟩.

The upper sign is for x. For y this form uses the basis sin nθ. Since τ = g_1,

Γ0τ = (K⁻¹)₁₁/2.

For the next order, set s = sin(φ/2), so that u² = 4s², and use ⟨s²⟩ = 1/2, ⟨s⁴⟩ = 3/8, ⟨s⁶⟩ = 5/16. With I_0(z) ≈ 1 + z²/4 and I_1(z) ≈ z/2, the factor in K₁₁ is

1 − (σ ± δ/2)u² + (σ²/2 + δ²/4 ± σδ/2)u⁴.

The weights are 2⟨s²⟩ = 1, 2⟨u²s²⟩ = 3 and 2⟨u⁴s²⟩ = 10, which give

2K₁₁ = 1 − 3σ ∓ 3δ/2 + 5σ² + 5δ²/2 ± 5σδ.

The third harmonic enters through sin(3φ/2) = 3s − 4s³:

K₁₃ = (δ/2)⟨u²(3s² − 4s⁴)⟩ = 2δ(9/8 − 5/4) = −δ/4.

Eliminating g_3, with K₃₃ = 1/2 at lowest order, subtracts 2K₁₃²/K₃₃ = δ²/4 from 2K₁₁. This is equal for x and y. Higher harmonics couple to the first at second order or beyond, so their squares do not matter here.

The two inverse times, in units of Γ0, are thus P − Q for x and P + Q for y, with P = 1 − 3σ + … and Q = 3δ/2 − 5σδ. Therefore

ln(μx/μy) = ln[(P + Q)/(P − Q)] = 2Q/P + O(Q³)
= (3δ − 10σδ)(1 + 3σ) + …
= 3δ − σδ + ….

Restoring the lengths,

ln(μx/μy) = (3/8)k²(Lx² − Ly²) − k⁴(Lx⁴ − Ly⁴)/64 + O(sixth order in kL).

The mobility is higher along the longer correlation length. Long-range roughness in x transfers little momentum along x.

**What "far below" means**

When a and b both tend to zero, w tends to one, cosθ and sinθ have the same eigenvalue, and the anisotropy vanishes. At finite unequal lengths within the small-kL regime it is small rather than zero. In terms of wavelength the leading term is (3π²/2)(Lx² − Ly²)/λ², and its large prefactor makes the condition strict. For Lx = 2Ly the numerical solution reaches 1% anisotropy already at Lx/λ = 0.030. The proper condition is L ≪ λ/2π.

One short length is not enough. With kLy = 0.01, the computed ratio is 1.43 at kLx = 1, 3.19 at 2, 12.2 at 4 and 50.9 at 8. Scattering from θ to −θ needs no momentum along x, so the roughness spectrum does not suppress it, and it reverses the y velocity in one jump. The x velocity must relax through small steps. The range of allowed final angles narrows as kLx grows, so both Γ0τx and Γ0τy rise, but Γ0τx rises much faster. Since Γ0 is itself proportional to Lx, the time τy need not lengthen.

**The opposite limit**

When both lengths are long compared with 1/k, deflections are small. Then u² ≈ φ², M ≈ θ, and

w ≈ exp(−k²hφ²/4), h = Lx² sin²θ + Ly² cos²θ.

The collision operator becomes angular diffusion, Cg = −(𝒟g′)′, with 𝒟 = Γ0⟨φ²w⟩/2 proportional to h^(−3/2). For the x direction, −(𝒟g′)′ = cosθ integrates to 𝒟g′ = −sinθ. The integration constant vanishes because g is periodic and 𝒟 is even. Integration by parts gives ⟨cosθ g⟩ = ⟨sin²θ/𝒟⟩. The y direction gives ⟨cos²θ/𝒟⟩, so

μx/μy → ⟨sin²θ h^(3/2)⟩/⟨cos²θ h^(3/2)⟩.

For Lx = 2Ly this limit is 2.425, and the integral equation gives 2.426 at kLx = 60. The approach is not monotonic. At fixed Lx = 2Ly the ratio is 1.30 at kLx = 1, 2.29 at 2, 3.19 at 4, 2.53 at 8 and 2.45 at 16. The two-term law belongs to the small-length side: at kLx = 4 it gives 2.12 instead of 3.19.

**Screening**

A static isotropic dielectric function multiplies w by some w0(|q|). In the white-noise limit the kernel still depends on φ alone, so μx = μy survives. To first order,

2K₁₁ = ½⟨w0u²⟩ − ½(σ ± δ/2)⟨w0u⁴⟩.

The third harmonic again enters at second order. Hence

ln(μx/μy) ≈ (R/8)(a² − b²), R = ⟨w0u⁴⟩/⟨w0u²⟩.

For a thin degenerate layer, w0 = [u/(u + s₀)]², where s₀ is the screening wavevector divided by k. Without screening R = 6/2 = 3. For strong screening w0 is proportional to u² and R = ⟨u⁶⟩/⟨u⁴⟩ = 20/6 = 10/3. Between them R rises steadily, because increasing s₀ suppresses small u more than large u. In this model screening changes the leading coefficient by at most one ninth of its unscreened value.

**Worked example: a Si(100) inversion layer**

The lowest two valleys of this layer have circular in-plane bands with m ≈ 0.19 m0. Take density n = 5×10¹² cm⁻² = 0.05 nm⁻², D = 0.4 nm, Lx = 3 nm, Ly = 1.5 nm and temperature 4.2 K. With spin and two valleys,

k = √(πn) = 0.396 nm⁻¹, λ = 15.9 nm,
a = 1.189, b = 0.595.

Neglecting depletion charge, the average field is F = en/(2ε) = 0.387 MV/cm, with ε the permittivity of silicon. This gives ħΓ0 = 8.43 meV and a white-noise mobility e/(mΓ0) = 723 cm²/Vs. The full solution has Γ0τx = 2.220 and Γ0τy = 1.543, so

μx = 723 × 2.220 ≈ 1600 cm²/Vs,
μy = 723 × 1.543 ≈ 1120 cm²/Vs,
μx/μy = 1.44.

The leading term of the logarithm is 0.375 × (1.414 − 0.353) = 0.398. The second term lowers it to 0.368, against 0.363 from the full solution. The wrong coefficient would give 0.265.

With the lengths held fixed, a lower density makes the higher-order terms negligible, so the two leading coefficients can be compared directly. At 10¹¹ cm⁻², k²(Lx² − Ly²) = 0.0212. The Fermi energy is then only 0.63 meV, against k_BT = 0.36 meV at 4.2 K, so this comparison is made at zero temperature, where the gas is degenerate. The correct leading law gives an anisotropy of 0.0080 and the shortcut 0.0053. The full solution gives 0.0080. This is a test of the formula, not a forecast for a real silicon layer, where charged impurities and electron interactions usually outweigh roughness at so low a density.

**The model beside a real layer**

The height and lengths are of the size usually assigned to silicon–oxide interfaces, roughly a few tenths of a nanometre and one to a few nanometres. The two-to-one ellipse is a chosen value, not a typical one. Thin-layer screening raises the mobilities to about 24,000 and 16,000 cm²/Vs. A real layer has finite thickness, which weakens screening, so within this model its mobilities lie between the unscreened and the thin-layer values, a range of more than a factor of ten. The ratio is much less sensitive to screening: the thin-layer form moves it only to 1.51. It does depend on the assumed shape of the autocorrelation. An exponential form, D² exp[−(x²/Lx² + y²/Ly²)^(1/2)], is also used for this interface. Its normalized spectrum begins as 1 − (3/2)(qx²Lx² + qy²Ly²), where the Gaussian one begins as 1 − (1/4)(qx²Lx² + qy²Ly²), so the leading anisotropy is six times larger. With the lengths of the example, the unscreened ratio becomes 1.83 instead of 1.44. These numbers depend on how the length is defined. Fits to this interface often put a factor √2 in the exponent, and with the same lengths the leading anisotropy is then three times the Gaussian one and the ratio is 1.61. An added isotropic scattering rate, equal to the inverse of the mean of τx and τy, reduces the unscreened ratio to 1.20.

The example assumes that only the lowest subband is occupied at 4.2 K. A triangular well with the average field places the next subband 64 meV up, above the Fermi energy of 31.5 meV. This overstates the gap, because the electrons' own charge flattens the well away from the interface. A self-consistent Hartree well with only the lowest subband filled gives a gap of about 16 meV with no depletion charge, about 25 meV with 10¹¹ cm⁻² and about 52 meV with 10¹² cm⁻². A local exchange term raises the first value to about 33 meV. With little depletion charge the gap is thus near or below the Fermi energy, and the single-subband assumption at this density is safe only when the depletion charge is larger, which also raises F. The product of k and the mean free path is 12 to 17, which supports the weak-scattering treatment. At 300 K the single-band assumption breaks: even the triangular-well estimate leaves only about 60% of the electrons in the lowest subband and puts roughly a third in valleys with elliptical mass. Within the lowest subband the unscreened ratio rises to about 2.1 (2.10 with the triangular-well population, 2.05 if the subband holds only 40% of the electrons). Conduction there weights energies by E(−∂f0/∂E), whose mean is twice the mean kinetic energy and hence at least 2k_BT, about 52 meV. Most of the electrons that carry the current therefore have shorter wavelengths than those at the cold Fermi level. The ratio for the whole layer at 300 K would also need the other subbands and phonon scattering, and is not given by this model. The remaining values are in the numerical output.

Computed results

```
mass 0.19 m0, valleys 2, density 5.0e+12 cm^-2
rms height 0.4 nm, Lx 3.0 nm, Ly 1.5 nm
relative permittivity Si 11.7, oxide 3.9
Fermi wavevector 0.3963 nm^-1, wavelength 15.85 nm
Fermi energy 31.50 meV
average field 0.3866 MV/cm
k Lx = 1.1890, k Ly = 0.5945
hbar*gamma0 8.432 meV
white-noise mobility e/(m gamma0) 722.6 cm2/Vs
gamma0*tau: x 2.2195, y 1.5434
single-harmonic gamma0*tau: x 2.2177, y 1.5413
mobility x 1603.9 cm2/Vs
mobility y 1115.3 cm2/Vs
ratio mu_x/mu_y 1.4381, its log 0.3633
log ratio: one term 0.3976, two terms 0.3683
ratio from two terms 1.4453
order of series remainder (fitted) 5.974
density scan: n (cm^-2), wavelength (nm), ratio, two-term ratio
  1e+11  112.10  1.0080  1.0080
  5e+11  50.13  1.0403  1.0403
  1e+12  35.45  1.0814  1.0815
  2e+12  25.07  1.1665  1.1669
  5e+12  15.85  1.4381  1.4453
1% anisotropy at Lx=2Ly: k Lx 0.1883, Lx/wavelength 0.0300
scan at Lx=2Ly: k Lx, ratio, two-term ratio
  0.5  1.0718  1.072
  1  1.3030  1.306
  2  2.2862  2.437
  4  3.1923  2.117
  8  2.5292  5.75e-19
  16  2.4472  0
ratio at k Lx=60: 2.4262; diffusion limit 2.4247
k Ly=0.01: (k Lx, ratio) (1, 1.428), (2, 3.194), (4, 12.248), (8, 50.902)
screening wavevector 1.841 nm^-1, over k 4.646
screened coefficient R 3.2742 (unscreened 3)
thin-layer screened mobility: x 24449, y 16234 cm2/Vs
thin-layer screened ratio 1.5060
ratio with equal isotropic background rate 1.2012
ratio at 4.2 K 1.4384
ratio at 300 K, lowest subband 2.1036
subband gaps: second 69.3, primed 63.9 meV
shares at 300 K: lowest 0.615, second 0.060, primed 0.325
k * mean free path: x 16.58, y 11.53
```
